# Annihilation of one lepton pair into another with both masses kept

## Problem

A lepton $i^-$ of mass $m$ and its antiparticle $i^+$ annihilate into a pair $f^+f^-$ of a different charged lepton of mass $M$. Work at lowest order in $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, with a single virtual photon, unpolarized beams and all final spins summed.

(a) Find the angular distribution and the total cross section in the centre-of-mass frame, neglecting neither mass.

(b) Check that the result obeys detailed balance.

(c) Apply it to slow muons in $\mu^+\mu^-\to e^+e^-$. Find the limit of $\sigma v_{\rm rel}$, its first correction in the speed, and the range of speeds in which the tree-level law describes real muons.

(d) Evaluate both directions of $e^+e^-\leftrightarrow\mu^+\mu^-$ at a total energy of 250 MeV, and the slow-muon reaction at $\beta=0.01$, $0.1$ and $0.2$.

## Solution

### Conventions and amplitude

All four-momenta are multiplied by $c$, so their components are energies. The rest energies are $a=mc^2$ and $A=Mc^2$, and the metric is $(+,-,-,-)$. The incoming momenta are $P_1$ (particle) and $P_2$ (antiparticle); the outgoing ones are $K_1$ and $K_2$. In the centre-of-mass frame

$$P_{1,2}=(W/2,\pm\mathbf p),\qquad K_{1,2}=(W/2,\pm\mathbf k),\qquad s=W^2 .$$

Each particle carries energy $W/2$, so the speeds divided by $c$ are $\beta_i=2|\mathbf p|/W$ and $\beta_f=2|\mathbf k|/W$. From $\mathbf p^2=s/4-a^2$ and $\mathbf k^2=s/4-A^2$,

$$\beta_i^2=1-\frac{4a^2}{s},\qquad \beta_f^2=1-\frac{4A^2}{s}.$$

The reaction requires $W$ to exceed both $2a$ and $2A$.

Let $g^2=4\pi\alpha$. The two vertices contribute $(ig)^2=-g^2$ and the photon propagator $-ig_{\mu\nu}/s$. Their product is $i\mathcal M$, hence

$$\mathcal M=\frac{g^2}{s}J_\mu K^\mu,\qquad J^\mu=\bar v(P_2)\gamma^\mu u(P_1),\qquad K^\mu=\bar u(K_1)\gamma^\mu v(K_2).$$

Because the flavours differ, there is no second diagram in which the incoming lepton scatters into the outgoing one. Exchange of a $Z$ boson is neglected, which requires $W$ to be far below the $Z$ rest energy.

### Spin sums

With $\bar uu=2a$, the completeness relations are $\sum u\bar u=\not P_1+a$ and $\sum v\bar v=\not P_2-a$. Therefore

$$L^{\mu\nu}=\sum J^\mu J^{\nu*}=\mathrm{Tr}\left[(\not P_2-a)\gamma^\mu(\not P_1+a)\gamma^\nu\right].$$

Traces of an odd number of gamma matrices vanish, which removes the terms linear in $a$. For the others, $\mathrm{Tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}$. In a trace of four matrices, anticommuting the first one through the other three returns minus the original trace, by cyclicity, so

$$\mathrm{Tr}\,\gamma^\rho\gamma^\mu\gamma^\lambda\gamma^\nu=4\left(g^{\rho\mu}g^{\lambda\nu}-g^{\rho\lambda}g^{\mu\nu}+g^{\rho\nu}g^{\mu\lambda}\right).$$

This gives

$$L^{\mu\nu}=4\left[P_1^\mu P_2^\nu+P_2^\mu P_1^\nu-g^{\mu\nu}(P_1\!\cdot\!P_2+a^2)\right].$$

The outgoing tensor $H^{\mu\nu}=\sum K^\mu K^{\nu*}$ has the same form with $P\to K$ and $a\to A$.

The Dirac equations $\not P_1u=au$ and $\bar v\not P_2=-a\bar v$ imply

$$(P_1+P_2)_\mu J^\mu=\bar v(a-a)u=0 .$$

In the centre-of-mass frame $P_1+P_2=(W,\mathbf 0)$, so $J^0=0$. Likewise $K^0=0$, and only spatial components remain. Since

$$P_1\!\cdot\!P_2+a^2=\frac s4+\mathbf p^2+a^2=\frac s2,$$

and $g^{jl}=-\delta^{jl}$,

$$L^{jl}=2s\,\delta^{jl}-8p^jp^l,\qquad H^{jl}=2s\,\delta^{jl}-8k^jk^l .$$

### Angular distribution

The summed square of $J_\mu K^\mu=-\mathbf J\cdot\mathbf K$ is

$$L^{jl}H^{jl}=12s^2-16s(\mathbf p^2+\mathbf k^2)+64(\mathbf p\cdot\mathbf k)^2 .$$

Insert $\mathbf p^2=s\beta_i^2/4$, $\mathbf k^2=s\beta_f^2/4$ and $\mathbf p\cdot\mathbf k=(s/4)\beta_i\beta_f\cos\theta$:

$$L^{jl}H^{jl}=4s^2\left[3-\beta_i^2-\beta_f^2+\beta_i^2\beta_f^2\cos^2\theta\right].$$

Here $3-\beta_i^2-\beta_f^2=1+4(a^2+A^2)/s$. Averaging over the four initial spin states divides by 4, and the factor $g^4/s^2$ cancels $s^2$:

$$\overline{|\mathcal M|^2}=(4\pi\alpha)^2\left[1+\frac{4(a^2+A^2)}s+\beta_i^2\beta_f^2\cos^2\theta\right].$$

For massless particles this is the distribution $1+\cos^2\theta$. If either pair is slow, the distribution becomes isotropic.

### Angular average and factorization

Averaging over outgoing directions replaces $k^jk^l$ by $\mathbf k^2\delta^{jl}/3$. Thus

$$\langle H^{jl}\rangle=\frac{\delta^{jl}}3(6s-8\mathbf k^2)
=\frac{\delta^{jl}}3(6s-2s\beta_f^2)
=\frac{4s}3\left(1+\frac{2A^2}s\right)\delta^{jl}.$$

Contraction with $L^{jl}$ now needs only its trace,

$$L^{jj}=6s-8\mathbf p^2=4s\left(1+\frac{2a^2}s\right).$$

Multiplying the two, dividing by 4 for the spin average and including $g^4/s^2$ gives

$$\left\langle\overline{|\mathcal M|^2}\right\rangle=\frac43(4\pi\alpha)^2\left(1+\frac{2a^2}s\right)\left(1+\frac{2A^2}s\right).$$

The product form has a simple origin: after the angular average, each pair enters through the trace of its own current tensor.

### Flux and phase space

The flux factor is

$$F=4\left(\frac W2\right)^2\frac{v_{\rm rel}}c=2s\beta_i,\qquad v_{\rm rel}=2\beta_ic .$$

In two-body phase space, the momentum delta function fixes $\mathbf K_2=-\mathbf K_1$. With $E^2=k^2+A^2$, hence $k\,dk=E\,dE$,

$$d\Phi=\frac{d\Omega}{4\pi^2}\int\frac{k^2dk}{4E^2}\,\delta(W-2E)
=\frac{d\Omega}{4\pi^2}\,\frac{k}{8E}
=\frac{\beta_f}{8\pi}\frac{d\Omega}{4\pi}.$$

One factor $\frac12$ comes from $\delta(W-2E)$. The remaining quantity $1/F$ has dimension energy$^{-2}$, and $(\hbar c)^2$ converts it into an area. Consequently

$$\frac{d\sigma}{d\Omega}=\frac{\alpha^2(\hbar c)^2}{4s}\frac{\beta_f}{\beta_i}\left[1+\frac{4(a^2+A^2)}s+\beta_i^2\beta_f^2\cos^2\theta\right].$$

For the total cross section the numerical factors are

$$\frac1{2s\beta_i}\,\frac{\beta_f}{8\pi}\,\frac43\,16\pi^2\alpha^2=\frac{4\pi\alpha^2}{3s}\frac{\beta_f}{\beta_i},$$

so the answer to (a) is

$$\boxed{\sigma(i\to f)=\frac{4\pi\alpha^2(\hbar c)^2}{3s}\frac{\beta_f}{\beta_i}\left(1+\frac{2m^2c^4}s\right)\left(1+\frac{2M^2c^4}s\right)}$$

In units with $\hbar=c=1$ the prefactor is $4\pi\alpha^2/3s$. Far above both thresholds the other factors tend to 1. Just above the threshold for producing a heavy pair, this lowest-order $\sigma$ is proportional to $\beta_f$, because phase space closes while the tree amplitude stays finite. For $\beta_f\ll\pi\alpha$ the Coulomb factor derived below, applied to the slow outgoing pair, grows as $\pi\alpha/\beta_f$ and cancels this suppression.

### Detailed balance

Let $S_{if}$ be the squared amplitude summed over all initial and final spins and averaged over angle, and let $n_i$ be the number of initial spin states. The flux and phase-space factors above give

$$\sigma(i\to f)=(\hbar c)^2\frac{S_{if}}{n_i}\frac{\beta_f}{16\pi s\beta_i}
\quad\Rightarrow\quad
n_i\beta_i^2\sigma(i\to f)=\frac{(\hbar c)^2}{16\pi s}\beta_i\beta_fS_{if}.$$

If $S_{if}=S_{fi}$, the right side is symmetric under exchange of the pairs. Both pairs have $n=4$, and at fixed $s$ the momenta are proportional to $\beta_i$ and $\beta_f$. Detailed balance therefore requires

$$p_i^2\,\sigma(i\to f)=p_f^2\,\sigma(f\to i).$$

The boxed formula satisfies it:

$$\beta_i^2\sigma(i\to f)=\frac{4\pi\alpha^2(\hbar c)^2}{3s}\,\beta_i\beta_f\left(1+\frac{2a^2}s\right)\left(1+\frac{2A^2}s\right)$$

is unchanged by $a\leftrightarrow A$, $\beta_i\leftrightarrow\beta_f$. The comparison must be made at the same total energy.

### Slow muons

Now the muons are incoming, with speed $\beta c$ each, and the electrons are outgoing. Keep $A$ for the muon rest energy and $a$ for that of the electron. Since $W/2=A/\sqrt{1-\beta^2}$,

$$s=\frac{4A^2}{1-\beta^2},\qquad 1+\frac{2A^2}s=\frac{3-\beta^2}2 .$$

Define $r=(m_e/m_\mu)^2$ and $x=4a^2/s=r(1-\beta^2)$. The electron speed is $c\sqrt{1-x}$ and the electron mass factor is $1+x/2$. Multiplying the cross section by $v_{\rm rel}=2\beta c$ cancels its $1/\beta$:

$$\sigma v_{\rm rel}=\frac{4\pi\alpha^2(\hbar c)^2}{3}\,\frac{1-\beta^2}{4A^2}\,(2c)\,\frac{3-\beta^2}2\,\sqrt{1-x}\left(1+\frac x2\right).$$

Collecting factors,

$$\sigma v_{\rm rel}=\pi\alpha^2c\left(\frac{\hbar}{m_\mu c}\right)^2(1-\beta^2)\left(1-\frac{\beta^2}3\right)\sqrt{1-x}\left(1+\frac x2\right).$$

As $\beta\to0$ this tends to the constant

$$R_0=\pi\alpha^2c\left(\frac{\hbar}{m_\mu c}\right)^2\sqrt{1-r}\left(1+\frac r2\right),$$

which is the $1/v$ law, $\sigma\simeq R_0/v_{\rm rel}$. The annihilation amplitude is finite at zero speed, so the reaction rate at fixed density is finite too. The cross section grows because it is that rate divided by a vanishing flux.

The speed correction is $(1-\beta^2)(1-\beta^2/3)=1-\frac43\beta^2+\frac13\beta^4$. The electron mass matters even less than $r$ suggests:

$$\sqrt{1-x}\left(1+\frac x2\right)=\left(1-\frac x2-\frac{x^2}8+\dots\right)\left(1+\frac x2\right)=1-\frac38x^2+\dots$$

The reduced electron speed and the increased electron current cancel at first order in $x$.

### Which spin states annihilate

Write the muon spinor with a two-component spin state $\chi$ and the antimuon spinor with $\eta=i\sigma_2\chi'^*$, where $\chi'$ is the antimuon's spin state. With $E=W/2$, the standard spinors give

$$J^j=(E+A)\,\eta^\dagger\sigma^j\chi-\frac{\eta^\dagger(\boldsymbol\sigma\cdot\mathbf p)\sigma^j(\boldsymbol\sigma\cdot\mathbf p)\chi}{E+A}.$$

For the spin singlet, the antisymmetric combination of $\chi\eta^\dagger$ is proportional to the unit matrix. Each term then becomes a trace. The first is $\mathrm{Tr}\,\sigma^j=0$; the second is $\mathbf p^2\,\mathrm{Tr}\,\sigma^j=0$, by cyclicity and $(\boldsymbol\sigma\cdot\mathbf p)^2=\mathbf p^2$. Thus the singlet does not annihilate through one photon. The unpolarized average includes this inactive state among four, so the cross section averaged over the three triplet states is $4/3$ of the unpolarized one.

### Where the tree-level law stops

Slow muons of opposite charge attract, which raises their probability density at contact. Annihilation acts at distances of order $\hbar/m_\mu c$, so to leading order for slow pairs the rate is multiplied by $S$, the Coulomb density at zero separation relative to that of a free wave.

The reduced mass is $m_\mu/2$ and the wave number is $m_\mu\beta c/\hbar$. With $\rho$ equal to wave number times separation, the s-wave radial equation is

$$u''+\left(1+\frac{2\kappa}\rho\right)u=0,\qquad \kappa=\frac{\alpha}{2\beta}.$$

Setting $u=\rho e^{i\rho}f$ and $z=-2i\rho$ turns it into $zf_{zz}+(2-z)f_z-(1-i\kappa)f=0$. The regular solution is the confluent hypergeometric function $f={}_1F_1(1-i\kappa;2;z)$, normalized so that $u\simeq\rho$ near zero. Its large-$|z|$ form contains two waves,

$$f\simeq\frac{e^zz^{-1-i\kappa}}{\Gamma(1-i\kappa)}+\frac{(-z)^{-1+i\kappa}}{\Gamma(1+i\kappa)} .$$

Since $-z=2\rho e^{i\pi/2}$, each wave contributes magnitude $e^{-\pi\kappa/2}/(2|\Gamma(1+i\kappa)|)$ to $u$. They are complex conjugates, so $u$ oscillates with amplitude $e^{-\pi\kappa/2}/|\Gamma(1+i\kappa)|$. A free wave with the same slope at the origin has amplitude 1. Rescaling to equal incident flux gives

$$S=e^{\pi\kappa}|\Gamma(1+i\kappa)|^2=\frac{\pi\kappa\,e^{\pi\kappa}}{\sinh\pi\kappa}=\frac X{1-e^{-X}},\qquad X=2\pi\kappa=\frac{\pi\alpha}\beta .$$

For $\beta\gg\pi\alpha$, $S\simeq1+X/2$ is close to 1. For $\beta\ll\pi\alpha$, $S\simeq\pi\alpha/\beta$ and the cross section rises as $1/v^2$. The tree-level $1/v$ law thus describes real muons in the window $\pi\alpha\ll\beta\ll1$, where $\pi\alpha=0.0229$. Taking $\beta\to0$ in the tree formula gives the correct limit of the lowest-order calculation, but not of the physical reaction.

### Numbers at 250 MeV

The muon rest energy is 105.658 MeV, so the threshold is 211.317 MeV. At $W=250$ MeV, $s=62500\ \mathrm{MeV}^2$ and

$$\beta_\mu=0.534344,\qquad 1+\frac{2A^2}s=1.357238 .$$

The electron speed and mass factor differ from 1 by less than $10^{-5}$. The massless cross section is 1389.67 nb, and therefore

$$\sigma(e^+e^-\to\mu^+\mu^-)=1389.67\times0.534344\times1.357238\ \mathrm{nb}\simeq1008\ \mathrm{nb}=1.008\times10^{-34}\ \mathrm{m^2}.$$

The muon mass lowers phase space by 47% but raises the current factor by 36%; the net reduction is 27%, relative to the massless value.

For the reverse reaction the formula gives 3530 nb. The momenta times $c$ are 124.999 MeV for electrons and 66.793 MeV for muons, so detailed balance predicts

$$\frac{\sigma(\mu^+\mu^-\to e^+e^-)}{\sigma(e^+e^-\to\mu^+\mu^-)}=\left(\frac{124.999}{66.793}\right)^2=3.502,$$

in agreement with $3530/1008$. Cross sections computed separately from explicit spinors satisfy the balance to better than one part in $10^6$.

These are tree-level values. At this energy $X=0.0229/0.534=0.043$, so the Coulomb factor alone suggests a change of about 2%. This is not an estimate of the full correction. The muons are not slow, and photon emission from the electrons and vacuum polarization are enhanced by $\ln(s/a^2)$, with $a$ the electron rest energy: $(2\alpha/\pi)[\ln(s/a^2)-1]=0.053$ at this energy. In $e^+e^-\to\mu^+\mu^-$ emission from the incoming electrons lowers the cross section by more than the Coulomb factor raises it, so the tree values should be trusted to a few percent only, and $S$ does not fix the sign of the net change.

### Numbers for slow muons

With $\hbar/m_\mu c=1.8676\times10^{-15}$ m, the limiting rate coefficient is

$$R_0=1.749\times10^{-25}\ \mathrm{m^3\,s^{-1}}.$$

The electron-mass correction to it is $-2.1\times10^{-10}$, relative to the value for massless electrons. At the three speeds:

| $\beta$ | tree $\sigma$ (nb) | $\sigma v_{\rm rel}/R_0$ | omitted $S$ |
|---|---|---|---|
| 0.01 | $2.917\times10^5$ | 0.99987 | 2.550 |
| 0.10 | $2.879\times10^4$ | 0.98670 | 1.119 |
| 0.20 | $1.382\times10^4$ | 0.94720 | 1.058 |

The third column follows $(1-\beta^2)(1-\beta^2/3)$; at $\beta=0.2$ this is $0.96\times0.98667=0.9472$. Between $\beta=0.01$ and $0.02$ the logarithmic slope of the tree cross section is $-1.00058$. Its small excess over $-1$ in magnitude comes from the $-\frac43\beta^2$ correction:

$$-1-\frac43\,\frac{0.02^2-0.01^2}{\ln2}=-1.00058 .$$

The last column shows the price of approaching the limit. At $\beta=0.01$ the tree rate is constant to about one part in $10^4$, yet Coulomb attraction would multiply it by 2.55. At $\beta=0.1$ the two departures from a pure $1/v$ law are a 1.3% decrease from kinematics and a 12% increase from attraction. The window $\pi\alpha\ll\beta\ll1$, whose limits do not depend on the lepton mass, is narrow, and the $1/v$ law is only approximate inside it. The tree rate times $S$, in units of $R_0$, is 1.24 at $\beta=0.05$, 1.10 at $0.1$, 1.00 at $0.2$ and 0.92 at $0.3$, so the law $\sigma\simeq R_0/v_{\rm rel}$, with this coefficient, holds to about ten percent only for $0.1\lesssim\beta\lesssim0.3$.

## Table of computed values

```
fine-structure constant alpha = 0.007297353
hbar c = 1.973270e-13 MeV m
electron rest energy = 0.510999 MeV
muon rest energy = 105.658376 MeV
muon-pair threshold = 211.3168 MeV
chosen centre-of-mass energy W = 250.0 MeV
s = 62500.0 MeV^2
electron speed / c = 0.999991644
muon speed / c = 0.534344
electron mass factor 1+2m^2/s = 1.000008356
muon mass factor 1+2M^2/s = 1.357238
massless cross section at W = 1389.672 nb
full / massless cross section = 0.725244
sigma(ee to mumu), formula = 1007.852 nb
sigma(ee to mumu), formula = 1.00785e-34 m^2
sigma(ee to mumu), spinors = 1007.851 nb
sigma(mumu to ee), formula = 3529.776 nb
sigma(mumu to ee), spinors = 3529.776 nb
electron momentum times c = 124.9990 MeV
muon momentum times c = 66.7930 MeV
squared momentum ratio p_e^2/p_mu^2 = 3.502278
detailed-balance ratio, spinors = 0.9999994
largest relative error, total formula = 2.1e-06
triplet / unpolarized cross section = 1.33333333
reduced muon Compton length = 1.867594e-15 m
slow-muon limit of sigma v_rel = 1.74931e-25 m^3/s
electron-mass correction, -3r^2/8 = -2.052e-10
log slope, beta 0.01 to 0.02 = -1.000577
pi alpha = 0.022925
beta 0.01: tree sigma = 291714.294 nb
beta 0.01: sigma v_rel = 1.74907e-25 m^3/s
beta 0.01: rate / limiting rate = 0.999867
beta 0.01: omitted Coulomb factor = 2.55012
beta 0.10: tree sigma = 28787.288 nb
beta 0.10: sigma v_rel = 1.72604e-25 m^3/s
beta 0.10: rate / limiting rate = 0.986700
beta 0.10: omitted Coulomb factor = 1.11900
beta 0.20: tree sigma = 13817.431 nb
beta 0.20: sigma v_rel = 1.65694e-25 m^3/s
beta 0.20: rate / limiting rate = 0.947200
beta 0.20: omitted Coulomb factor = 1.05841
```
